# Alloy Binodal from the Lower Convex Hull, Not from Free-Energy Minima: a numerical check

```python
"""Binodal of an asymmetric subregular alloy from the lower convex hull.

Free energy of mixing per anion site, x = GaSb fraction in GaAs(1-x)Sb(x):
  g(x) = x(1-x)[L0 + L1(1-2x)] + kT[x ln x + (1-x) ln(1-x)]
Result under test: the long edge of the lower convex hull of samples of g
ends at the coexistence compositions a < b (within half a grid spacing to
leading order), while the local minima of g differ from a, b when L1 != 0.
Energies in eV, temperatures T in K, s = slope of the common tangent.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge
from scipy.optimize import brentq, minimize, minimize_scalar, root
from scipy.special import xlogy

KB = Boltzmann / elementary_charge
L0, L1, T = 0.16, 0.02, 800.0


def excess(x, l0=L0, l1=L1):
    return x * (1 - x) * (l0 + l1 * (1 - 2 * x))


def g(x, t=T, l0=L0, l1=L1):
    return excess(x, l0, l1) + KB * t * (xlogy(x, x) + xlogy(1 - x, 1 - x))


def dg(x, t=T, l0=L0, l1=L1):
    return (l0 * (1 - 2 * x) + l1 * (1 - 6 * x + 6 * x**2)
            + KB * t * np.log(x / (1 - x)))


def d2g(x, t=T, l0=L0, l1=L1):
    u = 2 * x - 1
    return -2 * l0 + 6 * l1 * u + 4 * KB * t / (1 - u**2)


def hull_gap(x, y):
    """Ends of the hull edge that skips samples; None if there is none."""
    hull = []
    for k in range(len(x)):
        while len(hull) > 1:
            i, j = hull[-2], hull[-1]
            if (y[j] - y[i]) * (x[k] - x[j]) < (y[k] - y[j]) * (x[j] - x[i]):
                break
            hull.pop()
        hull.append(k)
    jumps = [(i, j) for i, j in zip(hull[:-1], hull[1:]) if j - i > 1]
    assert len(jumps) <= 1, "more than one gap"
    return (x[jumps[0][0]], x[jumps[0][1]]) if jumps else None


def tangent(t=T, l0=L0, l1=L1):
    """Hull estimate polished by solving the common-tangent equations."""
    start = hull_gap(GRID, g(GRID, t, l0, l1))

    def equations(p):
        a, b = p
        sa = dg(a, t, l0, l1)
        rise = g(b, t, l0, l1) - g(a, t, l0, l1)
        return np.array([sa - dg(b, t, l0, l1), rise - sa * (b - a)]) / (KB * t)

    p = root(equations, start, tol=1e-13).x
    assert np.max(np.abs(equations(p))) < 1e-10 and p[1] - p[0] > 0.01
    return p[0], p[1], dg(p[0], t, l0, l1)


def stationary(t=T, l0=L0, l1=L1, tilt=0.0):
    """Lists of minima and maxima of g + tilt*x."""
    x = np.linspace(1e-6, 1 - 1e-6, 4002)
    f = dg(x, t, l0, l1) + tilt
    out = ([], [])
    for i in np.nonzero(f[:-1] * f[1:] < 0)[0]:
        r = brentq(lambda z: dg(z, t, l0, l1) + tilt, x[i], x[i + 1], xtol=1e-14)
        out[0 if f[i] < 0 else 1].append(r)
    return out


def critical(l0=L0, l1=L1):
    u = (l0 - np.sqrt(l0**2 + 27 * l1**2)) / (9 * l1)
    return (1 + u) / 2, (1 - u**2) * (l0 - 3 * l1 * u) / (2 * KB)


def split_energy(a, b, x0):
    return ((b - x0) * g(a) + (x0 - a) * g(b)) / (b - a)


def show(pair):
    return "no gap" if pair is None else ", ".join(f"{v:.4f}" for v in pair)


GRID = np.linspace(0, 1, 2001)
H = GRID[1]

# Derivatives against finite differences.
for z in (0.08, 0.37, 0.81):
    e = 1e-4
    assert abs((g(z + e) - g(z - e)) / (2 * e) - dg(z)) < 1e-6
    assert abs((g(z + e) - 2 * g(z) + g(z - e)) / e**2 - d2g(z)) < 1e-5

# Hull and tangent against direct minimization of the two-phase energy.
a, b, s = tangent()
hull = hull_gap(GRID, g(GRID))
x0 = 0.40


def trial(p):
    if not (0 < p[0] < x0 < p[1] < 1):
        return 1.0
    return split_energy(p[0], p[1], x0) / (KB * T)


best = minimize(trial, [0.25, 0.60], method="Nelder-Mead",
                options=dict(xatol=1e-9, fatol=1e-15, maxiter=2000)).x
assert np.max(np.abs(best - [a, b])) < 1e-6
# Grid error: half a spacing plus a term of second order in the spacing.
worst = 0.0
for n in range(101, 2002, 37):
    xs = np.linspace(0, 1, n)
    h = xs[1]
    err = np.max(np.abs(np.array(hull_gap(xs, g(xs))) - [a, b]))
    assert err < h * (0.5 + 3 * h)
    worst = max(worst, err / h)

# Critical point against a numerical maximum of the instability temperature.
xc, tc = critical()


def instability(x):
    e = 1e-3
    curv = (excess(x + e) - 2 * excess(x) + excess(x - e)) / e**2
    return -curv * x * (1 - x) / KB


peak = minimize_scalar(lambda x: -instability(x), bounds=(0.05, 0.95),
                       method="bounded", options=dict(xatol=1e-9))
assert abs(peak.x - xc) < 1e-4 and abs(-peak.fun - tc) < 1e-3
assert hull_gap(GRID, g(GRID, 0.99 * tc)) is not None
assert hull_gap(GRID, g(GRID, 1.01 * tc)) is None

# Temperature at which the left minimum disappears.


def slope_at_lower_spinodal(t):
    return dg(brentq(lambda x: d2g(x, t), 1e-6, xc), t)


t2 = brentq(slope_at_lower_spinodal, 400, tc - 0.01)
assert len(stationary(t2 - 1)[0]) == 2 and len(stationary(t2 + 1)[0]) == 1

# The common tangent is never horizontal for nonzero asymmetry.
rng = np.random.default_rng(4)
for _ in range(40):
    l1 = L0 * rng.uniform(0.03, 0.5) * rng.choice([-1, 1])
    t = critical(L0, l1)[1] * rng.uniform(0.5, 0.97)
    slope = tangent(t, L0, l1)[2]
    assert slope * l1 < 0 and abs(slope) > 1e-5
    flat = np.array(sum(stationary(t, L0, l1), []))
    assert np.sum((flat - 0.5) * l1 > 0) == 1

# Symmetric alloy: minima are correct; weak asymmetry: leading-order laws.
a_sym, b_sym, s_sym = tangent(T, L0, 0.0)
assert np.allclose(stationary(T, L0, 0.0)[0], [a_sym, b_sym], atol=1e-8)
weak = 1e-4
aw, bw, sw = tangent(T, L0, weak)
assert abs(sw / (-2 * weak * a_sym * (1 - a_sym)) - 1) < 0.02
for m, q in zip(stationary(T, L0, weak)[0], (aw, bw)):
    assert abs((m - q) / (-sw / d2g(q, T, L0, weak)) - 1) < 0.02

# Changing the reference energies moves the minima but not the hull.
minima, maxima = stationary()
assert len(minima) == 2 and min(abs(minima[0] - a), abs(minima[1] - b)) > 0.01
tilt = 0.01
assert hull_gap(GRID, g(GRID) + 0.3 + tilt * GRID) == hull
tilted = stationary(tilt=tilt)[0]
assert all(min(abs(m - q) for q in minima) > 0.01 for m in tilted)
assert np.allclose(stationary(tilt=-s)[0], [a, b], atol=1e-8)

# Consequences for two alloys.
frac = (x0 - a) / (b - a)
frac_min = (x0 - minima[0]) / (minima[1] - minima[0])
penalty = split_energy(*minima, x0) - split_energy(a, b, x0)
gain = g(x0) - split_energy(a, b, x0)
xt = 0.15
gain_t = g(xt) - split_energy(a, b, xt)
assert a < xt < minima[0] and gain_t > 0 and penalty > 0
assert d2g(xt) > 0

# Neglected coherency strain on a (001) substrate, rough elastic data.
c11, c12, a_sub, a_other = 119.0, 54.0, 0.565, 0.610  # GPa, GPa, nm, nm
eta = (a_other - a_sub) / a_sub
modulus = c11 + c12 - 2 * c12**2 / c11
e = 0.01
relaxed = minimize_scalar(lambda z: 0.5 * c11 * (2 * e**2 + z**2)
                          + c12 * (e**2 + 2 * e * z)).fun
assert abs(relaxed / e**2 / modulus - 1) < 1e-6
volume = a_sub**3 / 4
strain_e = modulus * 1e9 * volume * 1e-27 * eta**2 / elementary_charge
curv_min = minimize_scalar(d2g, bounds=(0.05, 0.95), method="bounded").fun
assert hull_gap(GRID, g(GRID) + strain_e * GRID**2) is None
soft = [hull_gap(GRID, g(GRID) + 0.005 * (GRID - c)**2) for c in (0.0, 0.5)]
assert soft[0] is not None and soft[0] == soft[1]

# Neglected short-range order: bond-count variance of a random fcc alloy.
z_nn, side, samples = 12, 12, 3000
sites = np.zeros(side**3, dtype=bool)
sites[:int(0.3 * side**3)] = True
y = sites.mean()
offsets = [(1, 0, 0), (0, 1, 0), (0, 0, 1), (1, -1, 0), (1, 0, -1), (0, 1, -1)]
counts = []
for _ in range(samples):
    c = rng.permutation(sites).reshape(side, side, side)
    counts.append(sum(np.count_nonzero(c ^ np.roll(c, o, axis=(0, 1, 2)))
                      for o in offsets))
var_ratio = np.var(counts) / side**3 / (2 * z_nn * (y * (1 - y))**2)
assert abs(var_ratio - 1) < 0.12


def ordered_gap(t):
    corr = L0**2 * (GRID * (1 - GRID))**2 / (z_nn * KB * t)
    return hull_gap(GRID, g(GRID, t) - corr)


print(f"L0 = {L0:.3f} eV, L1 = {L1:.3f} eV per anion site")
print(f"T = {T:.0f} K, kT = {KB * T:.5f} eV")
print(f"critical composition = {xc:.4f}, critical temperature = {tc:.1f} K")
print(f"left minimum disappears at T2 = {t2:.1f} K")
print(f"grid: {len(GRID)} samples, spacing = {H:.5f}")
print(f"hull edge ends = {hull[0]:.4f}, {hull[1]:.4f}")
print(f"polished binodal a, b = {a:.6f}, {b:.6f}")
print(f"direct minimization a, b = {best[0]:.6f}, {best[1]:.6f}")
print(f"largest hull error / spacing over all grids = {worst:.4f}")
print(f"common-tangent slope s = {1000 * s:.4f} meV")
print(f"g(a), g(b) = {1000 * g(a):.4f}, {1000 * g(b):.4f} meV")
print(f"local minima = {minima[0]:.6f}, {minima[1]:.6f}")
print(f"g at minima = {1000 * g(minima[0]):.4f}, {1000 * g(minima[1]):.4f} meV")
print(f"local maximum = {maxima[0]:.4f}")
print(f"minimum - binodal = {minima[0] - a:.4f}, {minima[1] - b:.4f}")
print(f"estimate -s/g'' = {-s / d2g(a):.4f}, {-s / d2g(b):.4f}")
print(f"symmetric alloy (L1=0): a, b = {a_sym:.4f}, {b_sym:.4f}")
print(f"minima after adding {1000 * tilt:.0f} meV * x: {show(tilted)}")
print(f"alloy x0 = {x0:.2f}: Sb-rich fraction, binodal = {frac:.4f}")
print(f"alloy x0 = {x0:.2f}: Sb-rich fraction, minima = {frac_min:.4f}")
print(f"energy gain of correct split at x0 = {1000 * gain:.4f} meV")
print(f"energy penalty of split at minima = {1000 * penalty:.4f} meV")
print(f"alloy x = {xt:.2f}: energy above hull = {1000 * gain_t:.5f} meV")
print(f"alloy x = {xt:.2f}: curvature g'' = {d2g(xt):.4f} eV")
for t in (700, 800, 850, 900):
    p = tangent(t)
    print(f"T = {t} K: binodal {show(p[:2])}; minima {show(stationary(t)[0])}")
print(f"rough C11, C12 = {c11:.0f}, {c12:.0f} GPa; modulus = {modulus:.1f} GPa")
print(f"rough lattice constants = {a_sub:.3f}, {a_other:.3f} nm")
print(f"mismatch = {eta:.4f}, volume per anion = {volume:.4f} nm^3")
print(f"strain coefficient Es = {strain_e:.4f} eV; 2 Es = {2 * strain_e:.4f} eV")
print(f"most negative curvature of g = {curv_min:.4f} eV")
print("hull with coherency strain:", show(hull_gap(GRID, g(GRID) + strain_e * GRID**2)))
print(f"fcc bond variance, sampled / formula = {var_ratio:.3f}")
for t in (700, 800):
    print(f"T = {t} K, with second-order pair correlation: {show(ordered_gap(t))}")
for f in (0.9, 1.1):
    print(f"T = {T:.0f} K, L0 times {f:.1f}: binodal {show(tangent(T, f * L0)[:2])}")
print("tests ok")
```

Printed output:

```
L0 = 0.160 eV, L1 = 0.020 eV per anion site
T = 800 K, kT = 0.06894 eV
critical composition = 0.4145, critical temperature = 959.0 K
left minimum disappears at T2 = 818.7 K
grid: 2001 samples, spacing = 0.00050
hull edge ends = 0.1305, 0.7560
polished binodal a, b = 0.130653, 0.756031
direct minimization a, b = 0.130653, 0.756031
largest hull error / spacing over all grids = 0.4974
common-tangent slope s = -6.0912 meV
g(a), g(b) = -6.8711, -10.6804 meV
local minima = 0.177880, 0.797960
g at minima = -6.9921, -10.8175 meV
local maximum = 0.3094
minimum - binodal = 0.0472, 0.0419
estimate -s/g'' = 0.0307, 0.0529
symmetric alloy (L1=0): a, b = 0.1962, 0.8038
minima after adding 10 meV * x: 0.1139, 0.7127
alloy x0 = 0.40: Sb-rich fraction, binodal = 0.4307
alloy x0 = 0.40: Sb-rich fraction, minima = 0.3582
energy gain of correct split at x0 = 1.4752 meV
energy penalty of split at minima = 0.1494 meV
alloy x = 0.15: energy above hull = 0.03297 meV
alloy x = 0.15: curvature g'' = 0.1367 eV
T = 700 K: binodal 0.0747, 0.8442; minima 0.0846, 0.8605
T = 800 K: binodal 0.1307, 0.7560; minima 0.1779, 0.7980
T = 850 K: binodal 0.1715, 0.6978; minima 0.7645
T = 900 K: binodal 0.2290, 0.6222; minima 0.7309
rough C11, C12 = 119, 54 GPa; modulus = 124.0 GPa
rough lattice constants = 0.565, 0.610 nm
mismatch = 0.0796, volume per anion = 0.0451 nm^3
strain coefficient Es = 0.2214 eV; 2 Es = 0.4427 eV
most negative curvature of g = -0.0568 eV
hull with coherency strain: no gap
fcc bond variance, sampled / formula = 1.062
T = 700 K, with second-order pair correlation: 0.0840, 0.8005
T = 800 K, with second-order pair correlation: 0.1580, 0.6695
T = 800 K, L0 times 0.9: binodal 0.2020, 0.6416
T = 800 K, L0 times 1.1: binodal 0.0912, 0.8264
tests ok
```
